# Ionic Permittivity Tensors from a Projected Solve, Without Mode Sorting: a program that tests the result

```python
"""
Result under test: the ionic permittivity of an insulating crystal is
    chi = e^2/(eps_vac*volume) * S,   S = B^T A^-1 B,
    A = P D P + s Q Q^T,  B = P M^(-1/2) Z,  P = 1 - Q Q^T,
where D = M^(-1/2) Phi M^(-1/2), Phi = zone-centre force constants at zero
macroscopic field (eV/A^2), Z = Born charges (e; rows: atom and displacement
direction, columns: field direction), M = masses (amu), Q = orthonormal
mass-weighted translations and s > 0 is arbitrary. S has unit e^2 A^2/eV.
The model crystal has one cation and two anions per cell.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_triangular
from scipy.optimize import root

PAIRS = [(0, 1), (0, 2), (1, 2)]
SPRINGS = [np.array([[6, 0, 1], [0, 8, 0], [1, 0, 2]], float),
           np.array([[5, 0, .5], [0, 7, 0], [.5, 0, 1.5]], float),
           np.eye(3)]
ANION_1 = np.array([[-2.4, 0, .3], [0, -3, 0], [.1, 0, -2.2]])
ANION_2 = np.array([[-2.6, 0, -.2], [0, -2.5, 0], [.2, 0, -2.3]])
born = np.vstack([-(ANION_1 + ANION_2), ANION_1, ANION_2])
masses = np.array([90., 16., 16.])
volume = 35.0
eps_inf = np.array([[4.8, 0, .1], [0, 5.0, 0], [.1, 0, 4.6]])
translations = np.tile(np.eye(3), (3, 1))
prefactor = const.e / (const.epsilon_0 * const.angstrom) / volume
to_cm = np.sqrt(const.e / const.angstrom**2 / const.atomic_mass) / (
    2 * np.pi * const.c * 100)


def force_constants(z_scale=1.0):
    """Pair springs; z_scale multiplies the zz stiffness of every pair."""
    phi = np.zeros((9, 9))
    for (i, j), spring in zip(PAIRS, SPRINGS):
        k = spring.copy()
        k[2, 2] *= z_scale
        k[0, 2] *= np.sqrt(abs(z_scale))
        k[2, 0] = k[0, 2]
        a, b = slice(3*i, 3*i+3), slice(3*j, 3*j+3)
        phi[a, a] += k
        phi[b, b] += k
        phi[a, b] -= k
        phi[b, a] -= k
    return phi


def weighted(phi, charges, mass):
    """Mass-weighted force constants, charges and translations."""
    root_m = np.sqrt(np.repeat(mass, 3))
    q = root_m[:, None] * translations / np.sqrt(mass.sum())
    return phi / np.outer(root_m, root_m), charges / root_m[:, None], q


def projected_matrix(d, q, factor=1.0):
    p = np.eye(len(d)) - q @ q.T
    pdp = p @ d @ p
    shift = factor * np.trace(pdp) / (len(d) - 3)
    a = pdp + shift * q @ q.T
    return (a + a.T) / 2, p, shift


def projected_solve(phi, charges, mass, factor=1.0):
    """Return S and the displacements per unit field (A per V/A)."""
    d, b, q = weighted(phi, charges, mass)
    a, p, _ = projected_matrix(d, q, factor)
    lower = np.linalg.cholesky(a)
    y = solve_triangular(lower, p @ b, lower=True)
    w = solve_triangular(lower.T, y, lower=False)
    return y.T @ y, w / np.sqrt(np.repeat(mass, 3))[:, None]


def anharmonic_forces(u, field):
    """Forces from pair springs plus a quartic pair energy, in a field."""
    x = u.reshape(3, 3)
    f = (born @ field).reshape(3, 3).copy()
    for (i, j), k in zip(PAIRS, SPRINGS):
        gap = x[i] - x[j]
        pull = k @ gap + 20.0 * (gap @ gap) * gap
        f[i] -= pull
        f[j] += pull
    return f.ravel()


phi = force_constants()
S, displacement = projected_solve(phi, born, masses)
chi = prefactor * S
eps = eps_inf + chi

# Force constants against differentiated forces of the anharmonic crystal.
h = 1e-4
numerical_phi = np.array([
    -(anharmonic_forces(h*e, np.zeros(3))
      - anharmonic_forces(-h*e, np.zeros(3))) / (2*h) for e in np.eye(9)])
assert np.allclose(numerical_phi, phi, atol=1e-5)


# Definition: dipole change in a small field, cation pinned, no masses used.
def equilibrium(field):
    def residual(v):
        return anharmonic_forces(np.r_[np.zeros(3), v], field)[3:]
    answer = root(residual, np.zeros(6), tol=1e-12)
    assert np.max(np.abs(residual(answer.x))) < 1e-11
    return np.r_[np.zeros(3), answer.x]


step = 1e-4
pinned = np.column_stack([
    (equilibrium(step*e) - equilibrium(-step*e)) / (2*step)
    for e in np.eye(3)])
S_field = born.T @ pinned
assert np.allclose(S_field, S, rtol=1e-5, atol=1e-5)

# Mode sum; translations are recognized by overlap, not by frequency.
D, B, Q = weighted(phi, born, masses)
lam, vec = np.linalg.eigh(D)
optical = np.sum((Q.T @ vec)**2, axis=0) < 0.5
assert optical.sum() == 6
strength = B.T @ vec[:, optical]
S_modes = (strength / lam[optical]) @ strength.T
assert np.allclose(S_modes, S, atol=1e-9)

# Shift, conditioning and masses.
A, _, shift = projected_matrix(D, Q)
condition = np.linalg.cond(A)
optical_ratio = lam[optical].max() / lam[optical].min()
assert np.isclose(condition, optical_ratio, rtol=1e-8)
assert np.allclose(projected_solve(phi, born, masses, 37.0)[0], S, atol=1e-9)
other_masses = np.array([178., 16., 18.])
assert np.allclose(projected_solve(phi, born, other_masses)[0], S, atol=1e-9)

# Longitudinal modes: determinant ratio against the permittivity ratio.
for n in np.array([[0, 0, 1.], [1, 0, 0], [1, 2, 3], [-2, 1, 1]]):
    n = n / np.linalg.norm(n)
    bn = B @ n
    D_lo = D + prefactor * np.outer(bn, bn) / (n @ eps_inf @ n)
    A_lo = D_lo + shift * Q @ Q.T
    lo_ratio = np.linalg.det(A_lo) / np.linalg.det(A)
    assert np.isclose(lo_ratio, (n @ eps @ n) / (n @ eps_inf @ n), rtol=1e-9)
    if n[2] == 1:
        lo_ratio_z = lo_ratio

# Charges that violate neutrality: the projection shares excess by mass.
excess = 0.05
raw_born = born + excess * translations
total = translations.T @ raw_born
mass_fraction = np.repeat(masses / masses.sum(), 3)[:, None]
mass_corrected = raw_born - mass_fraction * (translations @ total)
S_raw = projected_solve(phi, raw_born, masses)[0]
S_raw_heavy = projected_solve(phi, raw_born, other_masses)[0]
generalized_inverse = np.linalg.pinv(phi, rcond=1e-10, hermitian=True)
assert np.allclose(S_raw, mass_corrected.T @ generalized_inverse
                   @ mass_corrected, atol=1e-9)
assert abs(S_raw_heavy[2, 2] / S_raw[2, 2] - 1) > 1e-3

# Without projection a tiny on-site error and net charge add q^2/(N delta).
delta = 0.001
S_unprojected = raw_born.T @ np.linalg.solve(phi + delta*np.eye(9), raw_born)
spurious = (3*excess)**2 / (3*delta)
assert np.isclose(S_unprojected[2, 2], S[2, 2] + spurious, rtol=5e-3)

# Soft crystal with a y-directed on-site error in the force constants.
soft_scale, y_error = 0.05, 0.5
soft = force_constants(soft_scale)
soft_raw = soft + y_error * np.diag(np.tile([0., 1., 0.], 3))
chi_soft = prefactor * projected_solve(soft, born, masses)[0]
chi_soft_raw = prefactor * projected_solve(soft_raw, born, masses)[0]
D_soft, B_soft, _ = weighted(soft_raw, born, masses)
lam_s, vec_s = np.linalg.eigh(D_soft)
kept = B_soft.T @ vec_s[:, 3:]
chi_sorted = prefactor * (kept / lam_s[3:]) @ kept.T
y_translation = np.argmax((Q[:, 1] @ vec_s)**2)
assert lam_s[y_translation] > lam_s[2] > 1e-6
assert np.isclose(chi_soft_raw[2, 2], chi_soft[2, 2], rtol=1e-8)
assert chi_sorted[2, 2] < 0.5 * chi_soft[2, 2]

# Centre-of-mass constraint in unweighted coordinates, both rules violated.
constraint = np.repeat(masses, 3)[:, None] * translations
bordered = np.block([[soft_raw, constraint],
                     [constraint.T, np.zeros((3, 3))]])
u_bordered = np.linalg.solve(bordered, np.vstack([raw_born,
                                                  np.zeros((3, 3))]))[:9]
assert np.allclose(raw_born.T @ u_bordered,
                   projected_solve(soft_raw, raw_born, masses)[0], rtol=1e-7,
                   atol=1e-7)

# Unstable crystal: the factorization must refuse, a pseudoinverse does not.
unstable = force_constants(-soft_scale)
try:
    projected_solve(unstable, born, masses)
    refused = False
except np.linalg.LinAlgError:
    refused = True
assert refused
D_bad, B_bad, _ = weighted(unstable, born, masses)
_, _, shift_bad = projected_matrix(D_bad, Q)
assert shift_bad > 0
chi_bad = prefactor * B_bad.T @ np.linalg.pinv(
    D_bad, rcond=1e-10, hermitian=True) @ B_bad
assert chi_bad[2, 2] < 0

# Film normal: principal axes against a scan over directions.
principal, axes = np.linalg.eigh(eps)
theta, azimuth = np.meshgrid(np.linspace(0, np.pi, 721),
                             np.linspace(0, 2*np.pi, 721))
normals = np.array([np.sin(theta)*np.cos(azimuth),
                    np.sin(theta)*np.sin(azimuth), np.cos(theta)])
scan = np.einsum('iab,ij,jab->ab', normals, eps, normals)
assert np.isclose(scan.max(), principal[-1], rtol=1e-4)
assert np.isclose(scan.min(), principal[0], rtol=1e-4)
thickness_nm, oxide_eps = 5.0, 3.9


def show(label, matrix, unit):
    m = matrix
    print(f"{label} xx yy zz xz zx: {m[0,0]:.4f} {m[1,1]:.4f} "
          f"{m[2,2]:.4f} {m[0,2]:.4f} {m[2,0]:.4f} {unit}")


print("masses cation, anion 1, anion 2:", masses, "amu")
print(f"cell volume: {volume:.1f} A^3")
for name, k in zip(["cation-anion1", "cation-anion2", "anion1-anion2"],
                   SPRINGS):
    show("spring " + name, k, "eV/A^2")
for i, name in enumerate(["cation", "anion1", "anion2"]):
    show("Born charge " + name, born[3*i:3*i+3], "e")
show("eps_inf", eps_inf, "")
print(f"prefactor e^2/(eps_vac volume): {prefactor:.5f} eV/(e^2 A^2)")
print(f"shift s: {shift:.5f} eV/(A^2 amu)")
print(f"condition number of A: {condition:.4f}")
print(f"optical eigenvalue ratio: {optical_ratio:.4f}")
show("S projected solve", S, "e^2 A^2/eV")
show("S finite field", S_field, "e^2 A^2/eV")
show("ionic part chi", chi, "")
show("static eps", eps, "")
print("y shift per y field, cation pinned, anions 1 2:",
      f"{pinned[4,1]:.5f} {pinned[7,1]:.5f} A/(V/A)")
print("z shift per z field, mass centre fixed, cation anions:",
      " ".join(f"{v:.5f}" for v in displacement[2::3, 2]), "A/(V/A)")
for value, s in zip(lam[optical], strength.T):
    part = prefactor * s**2 / value
    print(f"mode {np.sqrt(value)*to_cm:.2f} cm^-1, chi xx yy zz: "
          f"{part[0]:.4f} {part[1]:.4f} {part[2]:.4f}")
print(f"determinant ratio LO/TO along z: {lo_ratio_z:.5f}")
print(f"eps_zz/eps_inf_zz: {eps[2,2]/eps_inf[2,2]:.5f}")
print(f"charge excess per atom: {excess:.3f} e")
print(f"chi_zz raw charges, cation 90 amu: {prefactor*S_raw[2,2]:.4f}")
print("chi_zz raw charges, masses", other_masses,
      f"amu: {prefactor*S_raw_heavy[2,2]:.4f}")
print(f"on-site error without projection: {delta:.4f} eV/A^2")
print(f"chi_zz without projection: {prefactor*S_unprojected[2,2]:.4f}")
print(f"predicted spurious chi_zz: {prefactor*spurious:.4f}")
print(f"soft crystal z stiffness factor: {soft_scale:.3f}")
print(f"soft crystal y on-site error: {y_error:.3f} eV/A^2")
print(f"soft polar mode: {np.sqrt(lam_s[2])*to_cm:.2f} cm^-1")
print("spurious y translation:",
      f"{np.sqrt(lam_s[y_translation])*to_cm:.2f} cm^-1")
print(f"soft chi_zz clean data: {chi_soft[2,2]:.4f}")
print(f"soft chi_zz projected, damaged data: {chi_soft_raw[2,2]:.4f}")
print(f"soft chi_zz lowest three dropped: {chi_sorted[2,2]:.4f}")
print("soft chi_yy clean, projected damaged:",
      f"{chi_soft[1,1]:.4f} {chi_soft_raw[1,1]:.4f}")
print("unstable crystal refused by Cholesky:", refused)
print(f"unstable chi_zz from pseudoinverse: {chi_bad[2,2]:.4f}")
print(f"film thickness: {thickness_nm:.1f} nm; oxide eps: {oxide_eps:.1f}")
for value, axis in zip(principal, axes.T):
    axis = axis * np.sign(axis[np.argmax(np.abs(axis))])
    cap = const.epsilon_0 * value / (thickness_nm*1e-9) * 1e3
    print(f"normal ({axis[0]:.4f} {axis[1]:.4f} {axis[2]:.4f}): "
          f"eps {value:.4f}, C/area {cap:.3f} fF/um^2, "
          f"EOT {oxide_eps*thickness_nm/value:.4f} nm")
print("every check passed")
```

Output:

```
masses cation, anion 1, anion 2: [90. 16. 16.] amu
cell volume: 35.0 A^3
spring cation-anion1 xx yy zz xz zx: 6.0000 8.0000 2.0000 1.0000 1.0000 eV/A^2
spring cation-anion2 xx yy zz xz zx: 5.0000 7.0000 1.5000 0.5000 0.5000 eV/A^2
spring anion1-anion2 xx yy zz xz zx: 1.0000 1.0000 1.0000 0.0000 0.0000 eV/A^2
Born charge cation xx yy zz xz zx: 5.0000 5.5000 4.5000 -0.1000 -0.3000 e
Born charge anion1 xx yy zz xz zx: -2.4000 -3.0000 -2.2000 0.3000 0.1000 e
Born charge anion2 xx yy zz xz zx: -2.6000 -2.5000 -2.3000 -0.2000 0.2000 e
eps_inf xx yy zz xz zx: 4.8000 5.0000 4.6000 0.1000 0.1000 
prefactor e^2/(eps_vac volume): 5.17004 eV/(e^2 A^2)
shift s: 0.42442 eV/(A^2 amu)
condition number of A: 4.9043
optical eigenvalue ratio: 4.9043
S projected solve xx yy zz xz zx: 2.5857 2.0176 6.2971 -1.3582 -1.3582 e^2 A^2/eV
S finite field xx yy zz xz zx: 2.5857 2.0176 6.2971 -1.3582 -1.3582 e^2 A^2/eV
ionic part chi xx yy zz xz zx: 13.3681 10.4311 32.5563 -7.0219 -7.0219 
static eps xx yy zz xz zx: 18.1681 15.4311 37.1563 -6.9219 -6.9219 
y shift per y field, cation pinned, anions 1 2: -0.37324 -0.35915 A/(V/A)
z shift per z field, mass centre fixed, cation anions: 0.36375 -0.94164 -1.10447 A/(V/A)
mode 190.79 cm^-1, chi xx yy zz: 2.3099 0.0000 31.9696
mode 248.04 cm^-1, chi xx yy zz: 0.0922 0.0000 0.2881
mode 344.41 cm^-1, chi xx yy zz: 6.3755 0.0000 0.2502
mode 376.42 cm^-1, chi xx yy zz: 4.5906 0.0000 0.0484
mode 394.62 cm^-1, chi xx yy zz: 0.0000 2.1790 0.0000
mode 422.52 cm^-1, chi xx yy zz: 0.0000 8.2521 0.0000
determinant ratio LO/TO along z: 8.07746
eps_zz/eps_inf_zz: 8.07746
charge excess per atom: 0.050 e
chi_zz raw charges, cation 90 amu: 31.6924
chi_zz raw charges, masses [178.  16.  18.] amu: 31.4776
on-site error without projection: 0.0010 eV/A^2
chi_zz without projection: 71.3248
predicted spurious chi_zz: 38.7753
soft crystal z stiffness factor: 0.050
soft crystal y on-site error: 0.500 eV/A^2
soft polar mode: 43.14 cm^-1
spurious y translation: 57.36 cm^-1
soft chi_zz clean data: 644.4659
soft chi_zz projected, damaged data: 644.4659
soft chi_zz lowest three dropped: 7.2749
soft chi_yy clean, projected damaged: 10.4311 10.0446
unstable crystal refused by Cholesky: True
unstable chi_zz from pseudoinverse: -574.4180
film thickness: 5.0 nm; oxide eps: 3.9
normal (-0.0000 1.0000 -0.0000): eps 15.4311, C/area 27.326 fF/um^2, EOT 1.2637 nm
normal (0.9508 0.0000 0.3098): eps 15.9127, C/area 28.179 fF/um^2, EOT 1.2254 nm
normal (-0.3098 0.0000 0.9508): eps 39.4117, C/area 69.792 fF/um^2, EOT 0.4948 nm
every check passed
```
